# Harmonic quantum correction to classical rates of vibrational relaxation: test program

```python
"""
Result under test: for a vibration q coupled by V = -q F to a harmonic bath,
with F linear in the bath coordinates, the golden-rule downward rate is
    k10 = f(x) * q10^2 * S_cl(w0) / hbar^2,   f(x) = x / (1 - exp(-x)),
where x = hbar w0 / kT, q10 is the quantum matrix element and S_cl is the
two-sided spectrum of the classical force of the same bath.
Model bath: semi-infinite chain (site mass M, spring K, band top wm), clamped
at its end; the force is F = g * u1 with u1 the displacement of the first site.
Internal units: hbar = 1, energy in eV, length in nm, time in 1/eV.
"""
import numpy as np
from scipy import constants as const

HBAR_EV_PS = const.hbar / const.e * 1e12
K_B = const.k / const.e
MASS_UNIT = const.atomic_mass * 1e-18 * const.e / const.hbar**2
SPRING_UNIT = 1e-18 / const.e          # one N/m in eV/nm^2

# Rough typical energies and chosen model parameters
w0, w_stretch, wm = 0.08, 0.26, 0.15   # eV
m_u, M_u, g_si, length = 1.0, 20.0, 5.0, 0.05
m, M, g = m_u * MASS_UNIT, M_u * MASS_UNIT, g_si * SPRING_UNIT
K = M * wm**2 / 4
kT = K_B * 300.0
q10_sq = 1 / (2 * m * w0)
N = 400


def factor(x):
    return x / (-np.expm1(-x))


def im_response(w):
    """Imaginary part of the displacement response of the first site."""
    return 8 * w * np.sqrt(np.maximum(wm**2 - w**2, 0)) / (M * wm**4)


def spectrum_quantum(w, temp):
    return 2 * im_response(w) / (-np.expm1(-w / temp))


def spectrum_classical(w, temp):
    return 2 * temp * im_response(w) / w


# ---- Classical spectrum from Newton's equations --------------------------
stiffness = K * (2 * np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1))


def newton_spectrum(frequencies):
    """Spectrum of u1 per unit kT; the thermal correlation obeys Newton."""
    first = np.zeros(N)
    first[0] = 1
    u = np.zeros(N + 2)
    u[1:-1] = np.linalg.solve(stiffness, first)
    v = np.zeros(N)
    dt = 0.1 / wm
    t_end = 0.95 * 4 * N / wm          # before the far end is felt
    steps = int(t_end / dt)
    corr = np.empty(steps)
    acc = K / M * (u[2:] - 2 * u[1:-1] + u[:-2])
    for i in range(steps):
        corr[i] = u[1]
        v += 0.5 * dt * acc
        u[1:-1] += dt * v
        acc = K / M * (u[2:] - 2 * u[1:-1] + u[:-2])
        v += 0.5 * dt * acc
    t = dt * np.arange(steps)
    weighted = corr * np.cos(0.5 * np.pi * t / t_end)**2
    weighted[0] *= 0.5
    return [2 * dt * np.sum(weighted * np.cos(w * t)) for w in frequencies]


newton_bend, newton_stretch = newton_spectrum([w0, w_stretch])
chain_bend = spectrum_classical(w0, 1.0)
assert abs(newton_bend / chain_bend - 1) < 0.01
assert abs(newton_stretch / newton_bend) < 1e-3    # closed one-phonon channel

# ---- Exact quantum dynamics of vibration plus bath -----------------------
dyn = np.zeros((N + 1, N + 1))
dyn[0, 0] = w0**2
dyn[0, 1] = dyn[1, 0] = -g / np.sqrt(m * M)
dyn[1:, 1:] = stiffness / M
eig_full, modes = np.linalg.eigh(dyn)
assert eig_full[0] > 0
w_full = np.sqrt(eig_full)
eig_bath, bath_modes = np.linalg.eigh(stiffness / M)
w_bath = np.sqrt(eig_bath)
t_a, t_b = 2000.0, 8000.0


def occupation(t_start, temp, level):
    """Mean number of vibrational quanta, averaged over one period."""
    cov_q = 1 / (2 * w_bath * np.tanh(w_bath / (2 * temp)))
    cov_p = cov_q * w_bath**2
    result = []
    for t in t_start + 2 * np.pi / w0 * np.arange(16) / 16:
        c, s = np.cos(w_full * t), np.sin(w_full * t)
        qq = modes @ (modes[0] * c)
        qp = modes @ (modes[0] * s / w_full)
        pq = modes @ (-modes[0] * s * w_full)

        def variance(from_q, from_p):
            own = (level + 0.5) * (from_q[0]**2 / w0 + from_p[0]**2 * w0)
            return (own + np.sum((bath_modes.T @ from_q[1:])**2 * cov_q)
                    + np.sum((bath_modes.T @ from_p[1:])**2 * cov_p))

        result.append((variance(pq, qq) + w0**2 * variance(qq, qp))
                      / (2 * w0) - 0.5)
    return np.mean(result)


def exact_rates(temp):
    """Energy decay rate and downward rate from the exact dynamics."""
    n0a, n0b = occupation(t_a, temp, 0), occupation(t_b, temp, 0)
    da = occupation(t_a, temp, 1) - n0a
    db = occupation(t_b, temp, 1) - n0b
    decay = np.log(da / db) / (t_b - t_a)
    upward = decay * (n0b - n0a) / (da - db)
    return decay, decay + upward


comparisons = []
for temp in (kT, w0):
    decay, down = exact_rates(temp)
    corrected = q10_sq * g**2 * newton_bend * temp * factor(w0 / temp)
    comparisons.append((temp, down, corrected, decay))
    assert abs(corrected / down - 1) < 0.015       # finite-coupling terms
    assert abs(g**2 * im_response(w0) / (m * w0) / decay - 1) < 0.015

# Frequency shift from the phase of the exact mean motion
phases = [np.angle(np.sum(modes[0]**2 * np.exp(-1j * (w_full - w0) * t)))
          for t in (t_a, t_b)]
shift = -(phases[1] - phases[0]) / (t_b - t_a)
shift_formula = -g**2 * (1 - 2 * w0**2 / wm**2) / K / (2 * m * w0)
assert abs(shift / shift_formula - 1) < 0.10       # higher orders in g

# ---- One bath oscillator: one- and two-quantum lines ---------------------
dx = 0.2
grid = dx * np.arange(-60, 61)
sep = np.subtract.outer(np.arange(121), np.arange(121))
safe = np.where(sep == 0, 1, sep)
kinetic = np.where(sep == 0, np.pi**2 / 6, (-1.0)**np.abs(sep) / safe**2)
kinetic = kinetic / dx**2


def levels(potential):
    return np.linalg.eigh(kinetic + np.diag(potential(grid)))


def harmonic(x):
    return x**2 / 2


def quartic(x):
    return x**2 / 2 + x**4 / 4


def quantum_line(energy, vec, power, beta):
    prob = np.exp(-beta * (energy - energy[0]))
    prob /= prob.sum()
    elements = vec.T @ (grid[:, None]**power * vec)
    return sum(prob[n] * elements[n, n + power]**2 for n in range(35))


def classical_line(power, beta):
    node, weight = np.polynomial.laguerre.laggauss(20)
    phase = 2 * np.pi * np.arange(32) / 32
    path = (np.sqrt(2 * node / beta)[:, None] * np.cos(phase))**power
    comp = np.mean(path * np.exp(1j * power * phase), axis=1)
    return np.sum(weight * np.abs(comp)**2)


e_har, v_har = levels(harmonic)
misses = []
for y in (1.0, 3.0):                   # energy of one bath quantum over kT
    one_q, two_q = [quantum_line(e_har, v_har, p, y) for p in (1, 2)]
    one_c, two_c = [classical_line(p, y) for p in (1, 2)]
    assert abs(one_q / one_c / factor(y) - 1) < 1e-6
    assert abs(two_q / two_c / factor(y)**2 - 1) < 1e-6
    assert abs(two_q / (2 * one_q**2) - 1) < 1e-6
    assert abs(two_c / (2 * one_c**2) - 1) < 1e-6
    # The one-quantum factor at the total energy 2y misses by a known amount
    miss = two_q / two_c / factor(2 * y)
    assert abs(miss / (y / 2 / np.tanh(y / 2)) - 1) < 1e-6
    misses.append((y, miss))


def kubo_over_classical(potential, beta):
    """Zero-time Kubo correlation of x over its classical variance."""
    energy, vec = levels(potential)
    energy, vec = energy[:30], vec[:, :30]     # higher levels are empty
    prob = np.exp(-beta * (energy - energy[0]))
    prob /= prob.sum()
    gap = energy[None, :] - energy[:, None]
    np.fill_diagonal(gap, 1.0)
    weight = (prob[:, None] - prob[None, :]) / (beta * gap)
    np.fill_diagonal(weight, prob)
    kubo = np.sum(weight * (vec.T @ (grid[:, None] * vec))**2)
    fine = np.linspace(-12, 12, 4801)
    boltz = np.exp(-beta * potential(fine))
    return kubo / (np.sum(fine**2 * boltz) / np.sum(boltz))


kubo_har = kubo_over_classical(harmonic, 3.0)
kubo_quartic = kubo_over_classical(quartic, 3.0)
assert abs(kubo_har - 1) < 1e-6
assert abs(kubo_quartic - 1) > 0.1


# ---- Neglected effects for the example -----------------------------------
def two_phonon(w, spectrum):
    """Spectrum of the force (g / length) u1^2 / 2 at 300 K."""
    low, high = max(-wm, w - wm), min(wm, w + wm)
    step = (high - low) / 20001
    w1 = low + step * (np.arange(20001) + 0.5)
    overlap = np.sum(spectrum(w1, kT) * spectrum(w - w1, kT)) * step
    return 0.5 * (g / length)**2 * overlap / (2 * np.pi)


bend_two_q = two_phonon(w0, spectrum_quantum)
bend_two_ratio = bend_two_q / two_phonon(w0, spectrum_classical)
stretch_ratio = (two_phonon(w_stretch, spectrum_quantum)
                 / two_phonon(w_stretch, spectrum_classical))
stretch_factor = factor(w_stretch / kT)
assert stretch_ratio / stretch_factor > 2
dw = 2 * wm / 20000
w_mid = -wm + dw * (np.arange(20000) + 0.5)
u_rms = np.sqrt(np.sum(spectrum_quantum(w_mid, kT)) * dw / (2 * np.pi))
gap_width = g * np.sqrt(q10_sq) * u_rms

# ---- Printed numbers -----------------------------------------------------
print(f"bend quantum {w0:.3f} eV; stretch quantum {w_stretch:.3f} eV")
print(f"oxide band top {wm:.3f} eV")
print(f"bend mass {m_u:.1f} u; oxide site mass {M_u:.1f} u")
print(f"coupling constant g {g_si:.1f} N/m")
print(f"chain spring K {K / SPRING_UNIT:.1f} N/m")
print(f"bend spring m w0^2 {m * w0**2 / SPRING_UNIT:.2f} N/m")
print(f"matrix element q10 {np.sqrt(q10_sq):.5f} nm")
gamma = g**2 * im_response(w0) / (m * w0)
print(f"energy decay rate, any T: {gamma / HBAR_EV_PS:.4f} 1/ps")
print(f"energy lifetime, any T: {HBAR_EV_PS / gamma:.3f} ps")
for T in (300.0, 400.0):
    temp = K_B * T
    x = w0 / temp
    s_force = g**2 * spectrum_classical(w0, temp)
    raw = q10_sq * s_force / HBAR_EV_PS
    print(f"T = {T:.0f} K: kT {temp:.5f} eV, x {x:.4f}")
    print(f"  classical force spectrum {s_force * HBAR_EV_PS:.4e} (eV/nm)^2 ps")
    print(f"  factor x/(1-exp(-x)) {factor(x):.4f}")
    print(f"  downward rate, no correction {raw:.4f} 1/ps")
    print(f"  factor 2/(1+exp(-x)) {2 / (1 + np.exp(-x)):.4f}")
    print(f"  downward rate with it {raw * 2 / (1 + np.exp(-x)):.4f} 1/ps")
    print(f"  downward rate, harmonic factor {raw * factor(x):.4f} 1/ps")
    print(f"  upward rate {raw * factor(x) * np.exp(-x):.5f} 1/ps")
print(f"Newton / chain formula, classical spectrum {newton_bend / chain_bend:.5f}")
for temp, down, corrected, decay in comparisons:
    print(f"exact dynamics at x = {w0 / temp:.3f}:")
    print(f"  downward rate {down / HBAR_EV_PS:.4f} 1/ps")
    print(f"  Newton spectrum times factor {corrected / HBAR_EV_PS:.4f} 1/ps")
    print(f"  energy decay rate {decay / HBAR_EV_PS:.4f} 1/ps")
for y, miss in misses:
    print(f"two equal quanta, y = {y:.0f}: one-quantum factor low by {miss:.4f}")
print(f"Kubo/classical variance, harmonic, x = 3: {kubo_har:.5f}")
print(f"Kubo/classical variance, quartic, x = 3: {kubo_quartic:.4f}")
print("Neglected effects at 300 K:")
print(f"  bath shift of bend quantum {shift * 1e3:.4f} meV")
print(f"  assumed anharmonic length {length:.3f} nm")
one_q_force = g**2 * spectrum_quantum(w0, kT)
print(f"  bend two-phonon/one-phonon rate {bend_two_q / one_q_force:.5f}")
print(f"  bend two-phonon quantum/classical {bend_two_ratio:.3f}")
print(f"  rms displacement of first site {u_rms:.5f} nm")
print(f"  gap fluctuation if q11-q00 = q10: {gap_width * 1e3:.3f} meV")
print(f"stretch at 300 K: x {w_stretch / kT:.3f}")
print(f"  one-quantum factor {stretch_factor:.3f}")
print(f"  two-phonon quantum/classical {stretch_ratio:.3f}")
print(f"  one-quantum factor too small by {stretch_ratio / stretch_factor:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
bend quantum 0.080 eV; stretch quantum 0.260 eV
oxide band top 0.150 eV
bend mass 1.0 u; oxide site mass 20.0 u
coupling constant g 5.0 N/m
chain spring K 431.2 N/m
bend spring m w0^2 24.53 N/m
matrix element q10 0.01616 nm
energy decay rate, any T: 0.2592 1/ps
energy lifetime, any T: 3.858 ps
T = 300 K: kT 0.02585 eV, x 3.0945
  classical force spectrum 1.3890e-04 (eV/nm)^2 ps
  factor x/(1-exp(-x)) 3.2414
  downward rate, no correction 0.0838 1/ps
  factor 2/(1+exp(-x)) 1.9133
  downward rate with it 0.1603 1/ps
  downward rate, harmonic factor 0.2715 1/ps
  upward rate 0.01230 1/ps
T = 400 K: kT 0.03447 eV, x 2.3209
  classical force spectrum 1.8520e-04 (eV/nm)^2 ps
  factor x/(1-exp(-x)) 2.5736
  downward rate, no correction 0.1117 1/ps
  factor 2/(1+exp(-x)) 1.8212
  downward rate with it 0.2034 1/ps
  downward rate, harmonic factor 0.2874 1/ps
  upward rate 0.02822 1/ps
Newton / chain formula, classical spectrum 0.99969
exact dynamics at x = 3.095:
  downward rate 0.2719 1/ps
  Newton spectrum times factor 0.2714 1/ps
  energy decay rate 0.2596 1/ps
exact dynamics at x = 1.000:
  downward rate 0.4106 1/ps
  Newton spectrum times factor 0.4099 1/ps
  energy decay rate 0.2596 1/ps
two equal quanta, y = 1: one-quantum factor low by 1.0820
two equal quanta, y = 3: one-quantum factor low by 1.6572
Kubo/classical variance, harmonic, x = 3: 1.00000
Kubo/classical variance, quartic, x = 3: 0.7758
Neglected effects at 300 K:
  bath shift of bend quantum -0.0408 meV
  assumed anharmonic length 0.050 nm
  bend two-phonon/one-phonon rate 0.00135
  bend two-phonon quantum/classical 2.966
  rms displacement of first site 0.00388 nm
  gap fluctuation if q11-q00 = q10: 1.957 meV
stretch at 300 K: x 10.057
  one-quantum factor 10.058
  two-phonon quantum/classical 25.496
  one-quantum factor too small by 2.535
ALL CHECKS PASSED
```
